\section*{Thermal population of the fine-structure levels of atomic fluorine}

\section*{Question}

Fluorocarbon plasmas can supply fluorine atoms, which etch silicon. The ground configuration of the neutral atom is $1s^2\,2s^2\,2p^5$. Its ground term is split by spin--orbit coupling into two levels, separated by $\Delta$, where $\Delta/hc=404\ \mathrm{cm^{-1}}$.

The algebra uses atomic units with $\hbar=1$, and Boltzmann's constant $k$ is kept. Energies are evaluated in eV. The subscripts $l$ and $u$ denote the lower and upper level, $g$ is the number of quantum states in a level, and $n$ is a number density. Unless a part says otherwise, the atoms are in thermal equilibrium at the gas temperature $T=300$ K, where $kT=0.02585$ eV.

\section*{(a) The states of the ground term}

\textbf{Find $L$, $S$, the possible values of $J$, and the number of states in each level.}

\textit{Answer.} The filled $1s$ and $2s$ shells have no net orbital or spin angular momentum. The $2p$ shell has six spin orbitals, labelled by $m_l=1,0,-1$ and $m_s=\pm\tfrac12$. Five electrons leave one of them empty, so there are six states.

In a filled $p$ shell the sums of $m_l$ and of $m_s$ are both zero. Removing the electron with labels $(m_l,m_s)$ therefore leaves
\begin{equation}
M_L=-m_l,\qquad M_S=-m_s .
\end{equation}
As the empty orbital runs through its six choices, $M_L$ takes the values $1,0,-1$, each combined with $M_S=\pm\tfrac12$. This is the pattern of a single term with $L=1$ and $S=\tfrac12$, written $^2P$.

The total angular momentum runs from $|L-S|$ to $L+S$ in unit steps, so $J=\tfrac12$ or $\tfrac32$. A level has $2J+1$ states, one for each $M_J$:
\begin{equation}
g_{3/2}=4,\qquad g_{1/2}=2 .
\end{equation}
The sum is six, as required.

\section*{(b) The order of the levels}

\textbf{For one $p$ electron the spin--orbit energy operator is $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta>0$. Determine which level of the $p^5$ shell is lower, and express $\Delta$ through $\zeta$. Neglect mixing with other configurations.}

\textit{Answer.} Start with one electron. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, because $\mathbf l$ and $\mathbf s$ commute. Its energies are therefore
\begin{equation}
\varepsilon_j=\frac{\zeta}{2}\left[j(j+1)-l(l+1)-s(s+1)\right].
\end{equation}
With $l=1$ and $s=\tfrac12$,
\begin{align}
\varepsilon_{3/2}&=\frac{\zeta}{2}\left(\frac{15}{4}-2-\frac34\right)=\frac{\zeta}{2},\\
\varepsilon_{1/2}&=\frac{\zeta}{2}\left(\frac34-2-\frac34\right)=-\zeta .
\end{align}

Now fill the shell. It holds four electrons with $j=\tfrac32$ and two with $j=\tfrac12$, so its total spin--orbit energy vanishes:
\begin{equation}
4\left(\frac{\zeta}{2}\right)+2(-\zeta)=0 .
\end{equation}
Remove one electron from a spin orbital with quantum numbers $(j,m)$. The remaining five have energy
\begin{equation}
E=0-\varepsilon_j=-\varepsilon_j .
\end{equation}

The value of $J$ follows from the same picture. The filled shell has $J=0$, so the five-electron state has $M_J=-m$. A rotation mixes the spin orbitals of one $j$ among themselves, but does not mix $j=\tfrac32$ with $j=\tfrac12$. The four states with an empty $j=\tfrac32$ orbital thus form one set with $M_J=\tfrac32,\ldots,-\tfrac32$, which is $J=\tfrac32$. The two states with an empty $j=\tfrac12$ orbital likewise form $J=\tfrac12$. Hence $J=j$ and
\begin{equation}
E_{3/2}=-\frac{\zeta}{2},\qquad E_{1/2}=+\zeta,\qquad
\Delta=E_{1/2}-E_{3/2}=\frac{3\zeta}{2}.
\end{equation}

The electrostatic repulsion of the electrons does not alter this splitting. It is unchanged by separate rotations of the orbital and spin parts, so it has one value throughout a term with given $L$ and $S$, and $p^5$ has a single term.

The lower level is $J=\tfrac32$ with $g_l=4$, and the upper is $J=\tfrac12$ with $g_u=2$. The order is opposite to that of one $p$ electron, because the energy of a missing electron enters with a minus sign.

\section*{(c) The thermal fraction}

\textbf{Derive the fraction $f$ of atoms in the upper level as a function of $\Delta/kT$.}

\textit{Answer.} Treat the rest of the gas as a heat bath with entropy $S_b$. The probability that the atom is in one particular quantum state of energy $E_i$ is proportional to the number of bath states with the remaining energy, $\exp[S_b(E_{\rm tot}-E_i)/k]$. Since $E_i$ is small compared with the bath energy, and $dS_b/dE=1/T$,
\begin{equation}
S_b(E_{\rm tot}-E_i)\simeq S_b(E_{\rm tot})-\frac{E_i}{T}
\quad\Longrightarrow\quad p_i\propto e^{-E_i/kT}.
\end{equation}
This weight belongs to each state, not to each level. Adding the equal weights of the states in a level gives
\begin{equation}
r\equiv\frac{n_u}{n_l}=\frac{g_u e^{-E_u/kT}}{g_l e^{-E_l/kT}}
=\frac{g_u}{g_l}e^{-\Delta/kT}=\frac12e^{-\Delta/kT}.
\end{equation}
The zero of energy has cancelled. The fraction refers to all atoms in the two levels, so
\begin{equation}
f=\frac{n_u}{n_l+n_u}=\frac{r}{1+r}
=\frac{1}{1+1/r}=\frac{1}{1+2e^{\Delta/kT}} .
\label{eq:f}
\end{equation}

\section*{(d) The value at 300 K}

\textbf{Show that about 6.7 percent of the atoms occupy the upper level. How much does rounding the splitting to the nearest $\mathrm{cm^{-1}}$ matter?}

\textit{Answer.} A wavenumber is converted to an energy by multiplying by $hc$, which gives $\Delta=0.05009$ eV. Then
\begin{align}
\frac{\Delta}{kT}&=\frac{0.05009}{0.02585}=1.938,\\
e^{-\Delta/kT}&=0.1441,\\
r&=\frac12(0.1441)=0.0720,\\
f&=\frac{0.0720}{1+0.0720}=0.0672 .
\end{align}
Thus 6.7 percent of the atoms are in $J=\tfrac12$ and 93.3 percent in $J=\tfrac32$. The ratio $r$, 7.2 percent, is slightly larger than $f$ because its denominator contains the lower-level atoms alone.

Changing the splitting by $0.5\ \mathrm{cm^{-1}}$ changes $f$ by 0.015 percentage points, which does not affect the stated result. From part (b), the splitting corresponds to $\zeta=2\Delta/3=0.0334$ eV. This is an effective constant. The nuclear field alone, with Hartree--Fock $2p$ orbitals, gives about 0.05 eV, or a splitting near $600\ \mathrm{cm^{-1}}$. The spin--orbit terms between electrons reduce it to 0.032--0.034 eV, depending on the basis and the orbital used.

\section*{(e) Two incorrect answers}

\textbf{One calculation gives 12.6 percent and another gives 22.4 percent. Both use the correct $\Delta$ and $T$. Identify a mistake that accounts for each value.}

\textit{Answer.} Write $x=e^{-\Delta/kT}=0.1441$. If each level is given the weight of a single state, the result is
\begin{equation}
\frac{x}{1+x}=\frac{0.1441}{1.1441}=0.126 .
\end{equation}
This omits the degeneracies. It gives the lower level too little weight relative to the upper one.

If the one-electron order is used, with $J=\tfrac12$ below $J=\tfrac32$, the degeneracy ratio is inverted:
\begin{equation}
\frac{4x}{2+4x}=\frac{2x}{1+2x}=\frac{0.2881}{1.2881}=0.224 .
\end{equation}
The size of the splitting therefore does not determine the answer alone. The order of the levels is needed as well.

\section*{(f) Dependence on temperature}

\textbf{Find the low- and high-temperature forms of $f$ and its slope $df/dT$. Evaluate the slope at 300 K and discuss a gas at 500 K or 1000 K.}

\textit{Answer.} Let $y=\Delta/kT$. At low temperature $y\gg1$, and the 1 in the denominator of Eq.~(\ref{eq:f}) may be dropped:
\begin{equation}
f\simeq\frac12e^{-y}.
\end{equation}
This is the ratio $r$. Since $r/f=1+r$, it exceeds $f$ at 300 K by 7.2 percent of $f$.

At high temperature $y\ll1$ and $e^y\simeq1+y$. Hence
\begin{equation}
f\simeq\frac{1}{3+2y}=\frac13\,\frac{1}{1+2y/3}
\simeq\frac13-\frac{2y}{9}.
\end{equation}
The limit is $\tfrac13$, not $\tfrac12$, because two of the six equally populated states belong to the upper level.

For the slope, differentiate Eq.~(\ref{eq:f}) with respect to $y$:
\begin{equation}
\frac{df}{dy}=-\frac{2e^y}{(1+2e^y)^2}=-f(1-f),
\end{equation}
where $1-f=2e^y/(1+2e^y)$ was used. With $dy/dT=-\Delta/(kT^2)=-y/T$, the two minus signs cancel:
\begin{equation}
\frac{df}{dT}=f(1-f)\frac{\Delta}{kT^2}.
\end{equation}
At 300 K this is
\begin{equation}
\frac{0.0672\times0.9328\times1.938}{300\ \mathrm K}
=4.05\times10^{-4}\ \mathrm{K^{-1}},
\end{equation}
or 0.04 percentage points per kelvin. An error of 10 K in the gas temperature changes the fraction by about 0.4 percentage points.

The full formula gives 13.5 percent at 500 K and 21.9 percent at 1000 K. Heating the gas from 300 K to 500 K thus doubles the upper-level fraction. Extending the 300 K slope over those 200 K would give $6.7+8.1=14.8$ percent, which is too high, so the formula itself should be used over such a range.

\section*{(g) Two neglected effects}

\textbf{The fluorine nucleus has spin $\tfrac12$, and the next electronic term lies roughly 12.7 eV above the ground term and has 12 states. Explain why neither changes the thermal result noticeably. Take a rough hyperfine coupling $a\,\mathbf I\cdot\mathbf J$ with $a=4\times10^{-5}$ eV in both levels.}

\textit{Answer.} Nuclear spin doubles the number of states in both levels, from 4 and 2 to 8 and 4, so their ratio is unchanged. The coupling shifts these states by small energies $\delta$. Within one level the average of $\delta$ is zero, because the trace of each component of $\mathbf I$ vanishes. The mean Boltzmann factor is then
\begin{equation}
\left\langle e^{-\delta/kT}\right\rangle
\simeq1-\frac{\langle\delta\rangle}{kT}
+\frac{\langle\delta^2\rangle}{2(kT)^2}
=1+\frac{\langle\delta^2\rangle}{2(kT)^2}.
\end{equation}
The correction is of order $(a/kT)^2\simeq2\times10^{-6}$. Keeping this model coupling in the Boltzmann factor without expansion changes $f$ by $-6\times10^{-6}$ percentage points. The sign and size of this number depend on taking the same $a$ in both levels. For a $p$ hole the orbital and spin-dipole coupling makes $a$ five times smaller in $J=\tfrac32$ than in $J=\tfrac12$, about $8\times10^{-6}$ eV against $4\times10^{-5}$ eV, and the change is then about $+1\times10^{-6}$ percentage points. Either value is negligible.

The population of the next term relative to the lower level is
\begin{equation}
\frac{12}{4}\exp\left(-\frac{12.7}{0.02585}\right)\sim10^{-213}.
\end{equation}
This number holds for thermal equilibrium at the gas temperature. Energetic electrons in a discharge can populate excited terms far above this value, so it is not an estimate of their population in a plasma.

\section*{(h) When a plasma departs from the thermal value}

\textbf{Atoms are formed with upper-level fraction $f_0$ and are lost from both levels at rate $w$. Collisions with heavy particles transfer an atom up at rate $U$ and down at rate $D$, with $R=U+D$. For electron collisions the rates are $U_e$, $D_e$ and $R_e=U_e+D_e$, and electrons alone would establish the fraction $f_e$. Neglect radiation and transport. Derive the steady fraction $f_{ss}$.}

\textit{Answer.} Assume that the motion of the heavy particles and the internal states of the molecules, such as their vibrations, share the temperature $T$. If heavy-particle collisions acted alone, they would then have to leave the thermal populations unchanged. This requires $U(1-f)=Df$, and therefore $U=Rf$. In the same way $U_e=R_ef_e$.

Let $n=n_l+n_u$. In a steady state the total formation rate equals the total loss rate $wn$, of which $wnf_0$ enters the upper level. The balance for that level is
\begin{equation}
0=wnf_0+(U+U_e)n_l-(D+D_e+w)n_u .
\end{equation}
Divide by $n$, with $n_u/n=f_{ss}$ and $n_l/n=1-f_{ss}$, and collect the terms in $f_{ss}$:
\begin{equation}
(U+D+U_e+D_e+w)f_{ss}=wf_0+U+U_e .
\end{equation}
Inserting $U=Rf$ and $U_e=R_ef_e$ gives
\begin{equation}
f_{ss}=\frac{Rf+wf_0+R_ef_e}{R+w+R_e}.
\label{eq:ss}
\end{equation}
The steady fraction is a mean of three values, weighted by the rates of the processes that favour them. It approaches $f$ when $R\gg w+R_e$.

\section*{(i) Application to an etching plasma}

\textbf{Consider F atoms in $\mathrm{CF_4}$ at 0.02 Torr and 300 K. Use the round model values $w=100\ \mathrm{s^{-1}}$, $f_0=\tfrac13$, $R_e=14.9\ \mathrm{s^{-1}}$, $f_e=0.330$, and a collision cross section of $30\ \text{\AA}^2$. The mean relative speed is 638 m/s. Let $P$ be the chance that a collision takes an upper-level atom to the lower level. Find $f_{ss}$ for $P=0.01$, and the $P$ needed to bring $f_{ss}$ within 0.5 percentage points of $f$.}

\textit{Answer.} The gas density is $p/kT=6.44\times10^{14}\ \mathrm{cm^{-3}}$. The collision rate of one F atom is density times cross section times relative speed:
\begin{equation}
\nu=(6.44\times10^{14})(30\times10^{-16})(6.38\times10^4)\ \mathrm{s^{-1}}
=1.23\times10^5\ \mathrm{s^{-1}},
\end{equation}
with lengths in cm. By definition $D=P\nu$, and $U=rD$ from the thermal balance, so $R=P\nu(1+r)$. For $P=0.01$ this is $1.32\times10^3\ \mathrm{s^{-1}}$, and Eq.~(\ref{eq:ss}) gives
\begin{equation}
f_{ss}=\frac{1320(0.0672)+100(0.333)+14.9(0.330)}{1320+100+14.9}=0.088 .
\end{equation}
The upper-level fraction is about 9 percent instead of 6.7 percent.

For the second request, subtract $f$ from Eq.~(\ref{eq:ss}):
\begin{equation}
f_{ss}-f=\frac{w(f_0-f)+R_e(f_e-f)}{R+w+R_e}.
\end{equation}
The numerator is $100(0.266)+14.9(0.263)=30.5\ \mathrm{s^{-1}}$. Setting the difference to 0.005 gives
\begin{equation}
R=\frac{30.5}{0.005}-115\simeq6.0\times10^3\ \mathrm{s^{-1}}.
\end{equation}
Since $D=R(1-f)$, the required chance is
\begin{equation}
P=\frac{R(1-f)}{\nu}=\frac{6.0\times10^3\times0.933}{1.23\times10^5}\simeq0.045,
\end{equation}
or about one collision in 22. With all other parameters fixed, $P=0.001$ gives 19 percent, while $P=0.1$ gives about 7 percent.

The pressure is a rough typical value for plasma etching. The value of $R_e$ corresponds to an electron density of $10^{10}\ \mathrm{cm^{-3}}$, an electron temperature of 3 eV and an assumed de-excitation coefficient of $10^{-9}\ \mathrm{cm^3/s}$. Dense inductive sources can have ten times as many electrons or more. A tenfold increase, with the other parameters and $P=0.01$ fixed, makes $R_e=149\ \mathrm{s^{-1}}$ and raises $f_{ss}$ to about 11 percent. A real discharge also contains fragments of $\mathrm{CF_4}$, and its gas may be hotter than 300 K; at 500 K the thermal fraction alone is 13.5 percent. The model also leaves out atoms that strike a wall and return to the gas. If these impacts relax the two levels, they pull the fraction towards the thermal value at the wall temperature, and the effect need not be small. The hard-sphere diffusion coefficient of F in this gas is about $10^4\ \mathrm{cm^2/s}$. For plane walls 5 cm apart at 300 K that relax every atom striking them, the relaxation rate is about $3\times10^3\ \mathrm{s^{-1}}$, larger than $R$ at $P=0.01$. The volume-averaged fraction is then about 7.3 percent at $P=0.01$ and 7.6 percent at $P=0.001$, and the required $P$ falls to about 0.02. If only one impact in ten relaxes the atom, the two fractions are about 8 and 11 percent. With relaxing walls at 300 K, the values 9 percent, 19 percent and $P\simeq0.045$ are therefore too high. The chance $P$ has not been calculated here either, so the model does not decide which steady fraction a given reactor has.

The difference matters when a measurement detects lower-level atoms alone. The total density is then $n=n_l/(1-f_{ss})$. With the thermal fraction, $n_l$ must be multiplied by $1/0.933=1.07$. If the true upper fraction were 19 percent, this correction would give $0.81/0.933=0.87$ of the true density, an underestimate of 13 percent. The 6.7 percent result can be used for the plasma under two conditions. The heavy particles must be at 300 K, including the vibrations of the molecules. Their collisions must also relax the two levels much faster than formation, loss, electron collisions and impacts on walls at other temperatures disturb them. Further values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Given splitting: 404 cm^-1
Splitting: 0.05009 eV
Gas temperature: 300 K
Thermal energy kT: 0.02585 eV
Splitting / kT: 1.9376 (no unit)
Spin-orbit constant zeta: 0.03339 eV
States in lower level J=3/2: 4 (count)
States in upper level J=1/2: 2 (count)
Boltzmann factor: 0.14406 (no unit)
Population ratio upper/lower: 0.07203 (no unit)
Upper fraction, formula: 6.719 percent
Upper fraction, trace: 6.719 percent
Lower fraction: 93.281 percent
Error if degeneracies omitted, gives: 12.59 percent
Error if order reversed, gives: 22.37 percent
Slope with temperature: 0.0405 percentage points per K
Upper fraction at 500 K: 13.52 percent
Upper fraction at 1000 K: 21.85 percent
Effect of rounding the splitting: 0.015 percentage points
Rough hyperfine coupling: 4e-05 eV
Hyperfine shift of fraction: -5.6e-06 percentage points
Rough energy of next term: 12.7 eV
log10 of next-term/lower-level population: -213 (no unit)
Rough gas pressure: 0.02 Torr
Gas density: 6.44e+14 cm^-3
Model wall-loss rate: 100 s^-1
Model upper fraction at formation: 33.3 percent
Model collision cross section: 30 angstrom^2
Masses used, F and CF4: 19 and 88 u
Mean relative speed F-CF4: 638 m/s
Collision rate per F atom: 1.23e+05 s^-1
Model electron density: 1e+10 cm^-3
Model electron temperature: 3.0 eV
Model electron de-excitation coefficient: 1e-09 cm^3/s
Summed electron up and down rate: 14.9 s^-1
Upper fraction favoured by electrons: 33.0 percent
Steady fraction, relaxation chance 0.001 per collision: 19.08 percent
Steady fraction, relaxation chance 0.01 per collision: 8.85 percent
Steady fraction, relaxation chance 0.1 per collision: 6.95 percent
Steady fraction, relaxation chance 1 per collision: 6.74 percent
Allowed excess over thermal fraction: 0.5 percentage points
Needed heavy-particle summed rate: 5991 s^-1
Needed relaxation chance per collision: 0.045 (no unit)
\end{verbatim}
